# Why burn-in helps capacitors with Weibull shape below one and harms others

Two populations of memory capacitors each lose 1.00 % of their members in ten years of use. Both are given the same burn-in, ten hours at raised voltage, and the failed parts are thrown away. In the first population 0.77 % of the survivors then fail in ten years. In the second, 1.14 % do. The same treatment has made one set of survivors more reliable and the other less, although the two sets were equally good by the ten-year measure. What separates them is how the failures are spread over time, which is described by the Weibull shape: 0.5 in the first population and 2 in the second.

## Reliability of a part that has already lived

Let \(R(t)\) be the fraction of new capacitors still intact after time \(t\) at the use voltage. The Weibull model sets

\[
R(t)=\exp\!\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],
\]

where \(\eta\) is the characteristic life and \(\beta\) the shape. A burn-in runs at higher voltage for a time \(\tau\). I assume that the voltage speeds up the damage by a factor \(A\) and does nothing else, so that a survivor leaves burn-in in the state of a part that has been in use for a time \(b=A\tau\).

To be intact after burn-in and a further service time \(t\), a part must reach age \(b+t\). Among parts known to have reached age \(b\), the fraction that does so is, by the definition of conditional probability,

\[
R(t|b)=\frac{R(b+t)}{R(b)}
=\exp\!\left[-\frac{(b+t)^{\beta}-b^{\beta}}{\eta^{\beta}}\right].
\]

The effect of a slightly longer burn-in follows from the logarithm, \(\ln R(t|b)=\ln R(b+t)-\ln R(b)\). Define the hazard, the failure rate per surviving part, as

\[
h(t)=-\frac{d\ln R}{dt}=\frac{\beta}{\eta}\left(\frac{t}{\eta}\right)^{\beta-1}.
\]

Differentiating at fixed \(t\) gives

\[
\frac{\partial \ln R(t|b)}{\partial b}=-h(b+t)+h(b).
\]

This has a direct reading. A service period of length \(t\) is a window on the age axis, from \(b\) to \(b+t\). More burn-in slides the window to later ages: it drops a slice at the young end, where the hazard is \(h(b)\), and takes on a slice at the old end, where the hazard is \(h(b+t)\). The survivors gain if the slice dropped was the more dangerous one.

For the Weibull law \(h\) varies as \(t^{\beta-1}\). If \(\beta<1\) the hazard falls with age, the difference is positive, and burn-in improves the survivors for every service time. If \(\beta>1\) the hazard rises and burn-in makes them worse. If \(\beta=1\) the hazard is constant and burn-in changes nothing.

## The two populations in numbers

The parameters are rough, round values in the regime of 10 nm hafnium zirconium oxide capacitors. The use voltage is 2.0 V, a field of 2.0 MV/cm; burn-in is at 2.8 V, or 2.8 MV/cm. Life is taken to shorten exponentially with field, with coefficient 8 cm/MV, so

\[
A=e^{8\times(2.8-2.0)}=e^{6.4}\approx 602 .
\]

Ten hours of burn-in therefore count as about 6020 h, or \(b=0.687\) years. The temperature is the same in both stages. Service time here means time under voltage, so the ten years are ten years of continuous bias.

The requirement of 1 % failure in \(t=10\) years fixes \((t/\eta)^\beta=-\ln 0.99=0.01005\) in both populations. This gives \(\eta\approx 99\,000\) years for \(\beta=0.5\) and \(\eta\approx 99.7\) years for \(\beta=2\). These are scale parameters of the early part of the curve, not forecasts that a capacitor will last so long.

With \(x=b/t=0.0687\), the exponent for the survivors is

\[
\frac{(b+t)^\beta-b^\beta}{\eta^\beta}=0.01005\,\big[(1+x)^\beta-x^\beta\big].
\]

For \(\beta=0.5\) the bracket is \(1.034-0.262=0.772\). For \(\beta=2\) it is \((1+x)^2-x^2=1+2x=1.137\). Since the exponents are small, they nearly equal the failure fractions, which are 0.773 % and 1.137 %.

The bracket also shows how the two cases differ in size. For \(x\ll1\), expanding \((1+x)^\beta\) gives

\[
(1+x)^\beta-x^\beta\approx 1+\beta x-x^\beta .
\]

When \(\beta<1\), the term \(x^\beta\) is the larger correction, so a short burn-in buys a gain out of proportion to its length. When \(\beta>1\), the term \(\beta x\) dominates once \(x\) is small enough, and the harm then grows nearly in proportion to burn-in. The closer \(\beta\) is to one, the smaller \(x\) must be for this to hold. For \(\beta\ge2\) the term \(x^\beta\) is no larger than the terms dropped in the expansion, and only \(1+\beta x\) should be kept; at \(\beta=2\) that is exact.

For shorter service the contrast is stronger, because the burn-in age is then a larger part of the whole. In one year, failures fall from 0.317 % to 0.149 % for \(\beta=0.5\), and rise from 0.010 % to 0.024 % for \(\beta=2\). In the limit \(t\ll b\) the hazard hardly changes during service, and the survivors' failure fraction is about \(h(b)t\). Divided by the value \((t/\eta)^\beta\) for new parts, this is \(\beta(b/t)^{\beta-1}\), which tends to zero for \(\beta<1\) and grows without limit for \(\beta>1\), as long as both fractions stay small.

The improvement belongs to the survivors and has a price. Of a million new parts with \(\beta=0.5\), 2630 fail in burn-in and about 7710 of the rest fail in ten years of service. The total, about 10 340, exceeds the 10 000 that would have failed without burn-in. It must, since \(R(b+t)<R(t)\) for any \(\beta\). Here burn-in moves failures from the customer to the factory and adds some. For \(\beta=2\) it spares the customer nothing: 47 parts fail in burn-in, and about 11 365 fail later, more than the 10 000 that would have failed without it.

## What makes a hazard fall or rise

The hazard settles the question of sign, but leaves open why a hazard should fall at all. Nothing in an insulator under field need be getting better. The answer lies in the difference between a part and a population.

Let the population consist of kinds \(i\), with initial shares \(p_i\), survival \(R_i(t)\) and individual hazard \(\lambda_i(t)=-\dot R_i/R_i\), where the dot is a time derivative. The population has \(R=\sum_i p_iR_i\), and the share of kind \(i\) among survivors is \(w_i=p_iR_i/R\). Then

\[
h=-\frac{\dot R}{R}=\sum_i\frac{p_iR_i\lambda_i}{R}=\sum_i w_i\lambda_i=\langle\lambda\rangle .
\]

The population hazard is the mean over those still alive. The shares change in time: from \(\ln w_i=\ln p_i+\ln R_i-\ln R\) we get \(\dot w_i=w_i(h-\lambda_i)\), so kinds worse than average dwindle. Differentiating \(h\),

\[
\dot h=\sum_i w_i\dot\lambda_i+\sum_i w_i(h-\lambda_i)\lambda_i
=\langle\dot\lambda\rangle-\big(\langle\lambda^2\rangle-\langle\lambda\rangle^2\big).
\]

The first term is the ageing of individual parts. The second is minus the variance of the hazard among survivors; it is never positive, and it expresses selection. A population can improve while no member does, because the weak leave it. It can get worse only if the surviving parts age, on average, faster than selection cleans them out. A Weibull shape above one therefore requires real wear in individual capacitors, and no mixture of parts with constant failure rates can imitate it.

## Selection alone: shape one half

A population of parts that never age can follow the Weibull law with \(\beta=1/2\). Give each capacitor a constant failure rate \(k\), set for instance by its worst defect, and let the rates be distributed with density

\[
g(k)=\frac{1}{2\sqrt{\pi\eta}\,k^{3/2}}\,e^{-1/(4\eta k)} .
\]

The surviving fraction is \(R(t)=\int_0^\infty g(k)e^{-kt}dk\). Substitute \(k=1/(4\eta y^2)\). Then \(k^{-3/2}=8\eta^{3/2}y^3\) and \(|dk|=dy/(2\eta y^3)\); the powers of \(y\) and \(\eta\) cancel, and the numerical factors leave \(2/\sqrt\pi\):

\[
R(t)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-y^2-a^2/y^2}\,dy,\qquad a=\frac12\sqrt{\frac{t}{\eta}} .
\]

Call the integral \(I\). Replacing \(y\) by \(a/y\) leaves the exponent unchanged and turns \(dy\) into \((a/y^2)\,dy\). Adding the two forms, and using \(y^2+a^2/y^2=(y-a/y)^2+2a\),

\[
2I=e^{-2a}\int_0^\infty\left(1+\frac{a}{y^2}\right)e^{-(y-a/y)^2}dy
=e^{-2a}\int_{-\infty}^{\infty}e^{-w^2}dw=\sqrt\pi\,e^{-2a},
\]

where \(w=y-a/y\) runs over the whole line and \(dw=(1+a/y^2)\,dy\). Hence \(R(t)=e^{-2a}=\exp(-\sqrt{t/\eta})\), the Weibull law with shape one half. At \(t=0\) the integral is \(\sqrt\pi/2\), so \(g\) is correctly normalized.

In this model one can see what burn-in removes. Call a capacitor weak if its rate exceeds one failure per year. Before burn-in 0.179 % of the parts are weak; among the survivors 0.027 % are. The weak share has dropped by a factor of nearly seven, while every surviving capacitor has the same failure rate it had on the first day.

## Wear alone: shape two

For the opposite case take identical capacitors. Let the film consist of \(N\) columns, each of two cells stacked between the electrodes. Every empty cell acquires a defect at rate \(r\), independently of the others, and a column with both cells defective shorts the capacitor. A cell is defective by time \(t\) with probability \(q=1-e^{-rt}\), a column is shorted with probability \(q^2\), and all columns are sound with probability

\[
R(t)=(1-q^2)^N\approx e^{-Nq^2}\approx e^{-N(rt)^2}\qquad \big(N(rt)^3\ll1\big).
\]

This is a Weibull law with \(\beta=2\) and \(\eta=1/(r\sqrt N)\).

The survivors of burn-in are intact but not new. Each carries about \(2Nrb\) columns with one defect, since either of two cells may be filled in each of \(N\) columns. Any of these half-finished paths is completed at rate \(r\), so the hazard is \(2Nr^2b=2b/\eta^2\), which is the Weibull hazard for \(\beta=2\). A new capacitor has no half-finished paths and must collect two defects in one column. Burn-in has left half-finished paths in the survivors without selecting better parts. The capacitors it removed were unlucky, not weaker by construction, because all were made alike.

A simulation of 400 000 such capacitors with \(N=10\,000\) shows this. Burn-in and service each last \(0.5\,\eta\), and service starts from the defects that burn-in left. New parts survive the first period with probability 0.779; the survivors get through an equal second period with probability 0.476. The Weibull values are \(e^{-0.25}=0.779\) and \(e^{-(1-0.25)}=0.472\). Each survivor enters service with 99 half-finished paths on average, against the estimate \(2Nrb=100\).

The small excess of 0.476 over 0.472 comes from the finite number of columns. To next order \(q^2\approx(rt)^2(1-rt)\), so the exponent at age \(t\) is \((t/\eta)^2-(t/\eta)^3/\sqrt N\). Between \(0.5\,\eta\) and \(\eta\) it grows by \(0.75-0.00875=0.741\), and \(e^{-0.741}=0.477\), which agrees with the simulation within its sampling error of about 0.001.

## What the shape does not reveal

A shape above one proves wear, but a shape below one does not prove selection. Suppose identical capacitors short at their first critical defect, and the expected number of such defects grows as \((t/\eta)^\alpha\) with \(\alpha<1\), because defect creation slows down. If the defects arise independently, the chance of having none is \(\exp[-(t/\eta)^\alpha]\), again a Weibull law with shape below one. Here every part does become safer with age. Breakdown times alone cannot separate this case from the mixture, since the two distributions can be identical. The rule for burn-in is the same in both, because it depends on the hazard alone.

## Both mechanisms in one capacitor

Now let every capacitor be exposed to both mechanisms, acting independently and accelerated by the same factor. The survival probabilities multiply, so the hazards add. For the two Weibull laws used above, the total first falls and then rises with age. The relation \(\partial\ln R(t|b)/\partial b=h(b)-h(b+t)\) still holds, because it did not use the Weibull form. With shapes one half and two, the total hazard is unbounded at age zero, so a short enough burn-in always helps, and the best one makes the hazard equal at the two ends of the service window. Were the initial hazard finite and already below the hazard at the end of service, the best choice could be no burn-in at all.

With each mechanism set to 1 % in ten years, the exponent is \(0.01005\,F(x)\), where

\[
F(x)=\sqrt{1+x}-\sqrt{x}+1+2x .
\]

Setting \(F'(x)=0\) gives

\[
\frac{1}{\sqrt x}=4+\frac{1}{\sqrt{1+x}},
\]

with solution \(x=0.0403\). Since \(F''=\tfrac14\big[x^{-3/2}-(1+x)^{-3/2}\big]>0\), this is the only minimum. It corresponds to an age of 0.403 years, or 5.9 h of burn-in. Ten-year failures fall from 1.990 % without burn-in to 1.891 %. After ten hours they are already back at 1.900 %, and at four times the best duration they are 1.989 %, so that nearly all the gain is lost. Beyond about 24 h, just over four times the best duration, burn-in leaves the survivors worse than new parts.

## How far the example can be trusted

Ferroelectric hafnia films about 10 nm thick are operated at fields of a few MV/cm, not far below breakdown, so the voltages are of a realistic order. The failure level is not typical of a product: 1 % of single capacitors in ten years would be far too many for a large memory array, and was chosen to make the numbers easy to read. The shapes 0.5 and 2 are likewise round choices on either side of one.

One uncertain input is the field acceleration, which enters exponentially. With a coefficient of 6 cm/MV instead of 8, ten hours of burn-in count as 0.14 years, and the survivors' ten-year failures are 0.89 % and 1.03 % for the two shapes. With 10 cm/MV they count as 3.4 years, and the failures are 0.58 % and 1.67 %. A burn-in 5 K hotter than the intended 358 K, with an activation energy of 0.7 eV, raises the equivalent age by a factor of 1.37 and gives 0.74 % and 1.19 %. The time under voltage matters as well, since a memory capacitor is biased mostly in short pulses. If the voltage is on for only a tenth of the ten years, damage stops while it is off, and new parts still lose 1 %, the original burn-in gives 0.47 % and 2.36 %. The signs stay as they were; the sizes do not.

Real films also vary in thickness. At fixed voltage a thinner film sees a higher field and ages faster. A standard deviation of 0.2 nm raises the ten-year failures of new parts to 1.02 % for \(\beta=0.5\) and 1.25 % for \(\beta=2\); burn-in then changes them to 0.78 % and 1.43 %. The spread does bring selection into the wearing population, but here it is negligible: with only about 0.01 % of parts lost in burn-in, it lowers the survivors' failures by roughly 0.0001 percentage points. The larger effect runs the other way. A thinner film also sees a larger step in field during burn-in, and hence a larger acceleration factor, so the ratio of survivor to new-part failures for \(\beta=2\) rises from 1.14 to 1.15.

One assumption lies deeper than these numbers: that burn-in only advances the clock of use. In a ferroelectric capacitor, field cycling also changes the switchable polarization (wake-up and fatigue), and a steady bias can shift the switching voltage (imprint). The model treats dielectric breakdown alone and does not size these effects. If the higher voltage opens a failure path that is absent in use, or accelerates early failures and wear-out by different factors, a single equivalent age no longer describes the survivors. A shape below one, measured at the use voltage, then no longer guarantees that burn-in helps. Even where an equivalent age is valid, the simple rule for \(\beta<1\) assumes that the shape holds from the start of life up to age \(b+t\); if the hazard rises later, the failures of survivors and of new parts over the service time must be compared directly, as in the preceding section. Most of the values used here are collected in the numerical output below.

## Computed values

```
thickness 10.0 nm
use: 2.0 V, 2.0 MV/cm
burn-in: 2.8 V, 2.8 MV/cm, 10 h
field coefficient 8.0 cm/MV
acceleration factor 601.8
equivalent age 0.6866 years = 6018 h
age / ten-year service 0.0687
shape 0.5: characteristic life 99001 years
  burn-in fallout 0.2630 %
  1 y failures: new 0.3173 %, survivors 0.1493 %
  10 y failures: new 1.0000 %, survivors 0.7726 %
  burn-in plus 10 y loss 1.0336 %
  hazard after burn-in 0.19178 %/year
  hazard 10 y later 0.04861 %/year
shape 2.0: characteristic life 99.749 years
  burn-in fallout 0.0047 %
  1 y failures: new 0.0100 %, survivors 0.0238 %
  10 y failures: new 1.0000 %, survivors 1.1365 %
  burn-in plus 10 y loss 1.1412 %
  hazard after burn-in 0.01380 %/year
  hazard 10 y later 0.21481 %/year
selection model, weak = rate above 1 per year
  weak share: new 0.1793 %, survivors 0.0268 %
wear model: 10000 columns, 400000 capacitors
  burn-in and service each 0.5 characteristic lives
  new reliability: simulated 0.7791, Weibull 0.7788
  survivors: simulated 0.4764, Weibull 0.4724
  half-finished paths per survivor 99.2
neglected effects: 10 y survivor failures, shapes 0.5 and 2
  6 cm/MV: age 0.139 y, 0.890 %, 1.028 %
  10 cm/MV: age 3.401 y, 0.576 %, 1.674 %
  358 K, 0.7 eV, burn-in 5 K hotter:
    age x 1.367, 0.740 %, 1.187 %
  thickness spread 0.2 nm (standard deviation):
    shape 0.5: new 1.016 %, survivors 0.782 %
    shape 2.0: new 1.245 %, survivors 1.431 %
both mechanisms together, 10 y failures:
  no burn-in 1.9900 %
  after 10 h burn-in 1.9004 %
  best burn-in 5.87 h, age 0.4031 y
  failures at best 1.8913 %
  at four times the best 1.9886 %
```
